# Relativistic specific mass shift: matrix elements between Dirac orbitals, part 2

The specific mass shift (SMS), the two-electron part of the nuclear recoil energy, is being reduced to radial integrals between Dirac orbitals. Hartree atomic units are used. The nucleus is a point charge $Z$ of mass $M$; $z=Z/c$, $\mathbf n=\mathbf r/r$, $[j]=2j+1$. The energy is $K/M$, with $K$ a matrix element of $\sum_{i<j}h_{ij}$ and

$$h_{12} = \mathbf p_1\cdot\mathbf p_2 - \mathbf D_1\cdot\mathbf p_2 - \mathbf p_1\cdot\mathbf D_2 ,\qquad \mathbf D = \frac{z}{2r}\left[\boldsymbol\alpha + (\boldsymbol\alpha\cdot\mathbf n)\,\mathbf n\right].$$

Orbitals are

$$\psi_{a} = \frac1r\begin{pmatrix}P_a(r)\,\Omega_{\kappa_a m}\\ iQ_a(r)\,\Omega_{-\kappa_a m}\end{pmatrix},\qquad \boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},$$

with $P,Q$ real, $\kappa=\mp(j+\frac12)$ for $j=l\pm\frac12$, and spinors coupled as $(l,\frac12)j$:

$$\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\,\Omega_{\kappa m},\qquad l(l+1)=\kappa(\kappa+1). \tag{2}$$

$$(\boldsymbol\sigma\cdot\mathbf n)\,\Omega_{\kappa m}=-\Omega_{-\kappa m}. \tag{4}$$

Spherical components obey $\mathbf T\cdot\mathbf U=\sum_q(-1)^qT_qU_{-q}$; those of $\mathbf n$ are $C^1_q$. Reduced elements and 3j symbols follow

$$\langle jm|T_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&1&j'\\-m&q&m'\end{pmatrix}\langle j\|T\|j'\rangle,$$

$$\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{[J]}\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}.$$

The angular factor $C_{ac}=\langle\kappa_a\|C^1\|\kappa_c\rangle$ satisfies $C_{ca}=(-1)^{j_a-j_c}C_{ac}$ and

$$C_{ac}=(-1)^{j_a+1/2}\sqrt{[j_a][j_c]}\begin{pmatrix}j_a&1&j_c\\ \frac12&0&-\frac12\end{pmatrix}\quad(l_a+l_c\ \text{odd}),\qquad C_{ac}=0\ \text{otherwise}. \tag{5}$$

$$\langle-\kappa_a\|C^1\|-\kappa_c\rangle=C_{ac}. \tag{6}$$

For $a=p_j$, $c=s_{1/2}$ it is written $C_j$: $C_{1/2}=-2/\sqrt6$, $C_{3/2}=\sqrt{8/6}$. The momentum has

$$\langle a\|p\|c\rangle=-i\,C_{ac}V_{ac}, \tag{7}$$

$$V_{ac}=\int_0^\infty P_a\left[\frac d{dr}-\frac{\kappa_a(\kappa_a+1)-\kappa_c(\kappa_c+1)}{2r}\right]P_c\,dr+\int_0^\infty Q_a\left[\frac d{dr}-\frac{\kappa_a(\kappa_a-1)-\kappa_c(\kappa_c-1)}{2r}\right]Q_c\,dr ,$$

and $V_{ca}=-V_{ac}$. For potential $U$ and eigenvalue $\varepsilon$,

$$P'+\frac\kappa rP=\left(2c+\frac{\varepsilon-U}{c}\right)Q,\qquad Q'-\frac\kappa rQ=-\frac{\varepsilon-U}{c}P. \tag{8}$$

Section 2 used the nonrelativistic functions $P_{1s}=2Z^{3/2}re^{-Zr}$ and $P_{2p}=Z^{5/2}r^2e^{-Zr/2}/(2\sqrt6)$. They give $V=-\frac{32}{27\sqrt6}Z$ and, for $1s^22p$, the parallel-spin value $K=-\frac{V^2}{3}=-\frac{512}{6561}Z^2$.

## 5. The operator $\mathbf D$ between Dirac orbitals

Since $\boldsymbol\alpha$ is off-diagonal, for any radial function $f$

$$\langle a|f\alpha_q|c\rangle=i\int fP_aQ_c\,dr\,\langle\kappa_a|\sigma_q|-\kappa_c\rangle-i\int fQ_aP_c\,dr\,\langle-\kappa_a|\sigma_q|\kappa_c\rangle, \tag{9}$$

where $+i$ comes from the lower component of the ket and $-i$ from the conjugated lower component of the bra. The same holds for $(\boldsymbol\alpha\cdot\mathbf n)\mathbf n$ with $\boldsymbol\sigma$ replaced by $\mathbf n(\boldsymbol\sigma\cdot\mathbf n)$.

The second piece is immediate. By (4), $\langle\kappa_a|\mathbf n(\boldsymbol\sigma\cdot\mathbf n)|-\kappa_c\rangle=-\langle\kappa_a|\mathbf n|\kappa_c\rangle$, with reduced element $-C_{ac}$; with both signs of $\kappa$ reversed, (6) gives $-C_{ac}$ again.

For $\boldsymbol\sigma$ itself, use (4) backwards: $\Omega_{-\kappa_c}=-(\boldsymbol\sigma\cdot\mathbf n)\Omega_{\kappa_c}$. The product of Pauli matrices gives

$$\sigma_i\sigma_jn_j=n_i+i\epsilon_{ijk}n_j\sigma_k=n_i+i(\mathbf n\times\boldsymbol\sigma)_i .$$

Since $\mathbf n$ is a vector under $\mathbf L$, $[L_j,n_i]=i\epsilon_{jik}n_k$, and with the cyclic relabelling $\epsilon_{jik}=\epsilon_{ikj}$,

$$[\boldsymbol\sigma\cdot\mathbf L,n_i]=i\epsilon_{ikj}n_k\sigma_j=i(\mathbf n\times\boldsymbol\sigma)_i .$$

Hence $\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf n)=\mathbf n+[\boldsymbol\sigma\cdot\mathbf L,\mathbf n]$. Between $\Omega_{\kappa_a}$ and $\Omega_{\kappa_c}$ the commutator gives the difference of eigenvalues, $-(\kappa_a+1)+(\kappa_c+1)$, times the element of $\mathbf n$. Therefore

$$\langle\kappa_a\|\sigma\|-\kappa_c\rangle=-(1-\kappa_a+\kappa_c)C_{ac}=(\kappa_a-\kappa_c-1)\,C_{ac},$$

and, reversing both signs and using (6), $\langle-\kappa_a\|\sigma\|\kappa_c\rangle=(-\kappa_a+\kappa_c-1)C_{ac}$.

Two tests. For $\kappa_a=-1$, $\kappa_c=+1$ both spinors are $s_{1/2}$, and the formula gives $(-3)(-2/\sqrt6)=\sqrt6$; directly, $\langle\frac12|\sigma_z|\frac12\rangle=1=\langle\|\sigma\|\rangle/\sqrt6$. For $\kappa_a=2$, $\kappa_c=1$ the spinors are $d_{3/2}$ and $s_{1/2}$, which $\boldsymbol\sigma$ cannot connect, and the factor $\kappa_a-\kappa_c-1$ is indeed zero.

Insert these in (9) with $f=z/2r$. For the $\boldsymbol\alpha$ piece, $-i(-\kappa_a+\kappa_c-1)=i(\kappa_a-\kappa_c+1)$; for the other piece, $i(-1)P_aQ_c-i(-1)Q_aP_c=i(Q_aP_c-P_aQ_c)$. So

$$\langle a\|D\|c\rangle=+i\,C_{ac}W_{ac},\qquad W=W^{(1)}+W^{(2)}, \tag{10}$$

$$W^{(1)}_{ac}=\frac z2\int_0^\infty\frac{(\kappa_a-\kappa_c-1)P_aQ_c+(\kappa_a-\kappa_c+1)Q_aP_c}{r}\,dr,\qquad W^{(2)}_{ac}=\frac z2\int_0^\infty\frac{Q_aP_c-P_aQ_c}{r}\,dr,$$

$$W_{ac}=\frac z2\int_0^\infty\frac{(\kappa_a-\kappa_c-2)P_aQ_c+(\kappa_a-\kappa_c+2)Q_aP_c}{r}\,dr .$$

Exchanging $a$ and $c$ turns $(\kappa_a-\kappa_c-2)P_aQ_c$ into $-(\kappa_a-\kappa_c+2)Q_aP_c$ and conversely, so $W_{ca}=-W_{ac}$, and likewise for each piece. For a point nucleus $P,Q\sim r^{\gamma}$ with $\gamma=\sqrt{\kappa^2-z^2}$, so the integrands of $V$ and $W$ behave as $r^{\gamma_a+\gamma_c-1}$ and converge for all $z<1$. A code that writes the lower component as $-iQ\,\Omega_{-\kappa m}$, or that couples the spinors so that (4) has a plus sign, has the opposite sign of $Q$ in (8) and must reverse the sign of $W$ as written here. Normalization and $V$ do not reveal such a mismatch.

The limit $z\to0$ for $a=2p_j$, $c=1s$ uses the first equation (8) with the bracket replaced by $2c$, $Q\simeq(P'+\kappa P/r)/2c$, and the functions of section 2. This replacement fails for $r\lesssim Z/c^2$, where $|U|\sim c^2$, but the integrands vanish at least linearly in $r$ and that region contributes at higher order. Put $Z=1$ in the integrals; each scales as $Z^2$, and the prefactor becomes $\frac z2\frac{1}{2c}Z^2=\frac14z^2Z$. For the $1s$ orbital $2cQ_c=-P_c$, so

$$2c\int\frac{P_aQ_c}{r}dr=-\frac1{\sqrt6}\int r^2e^{-3r/2}dr=-\frac1{\sqrt6}\frac{2}{(3/2)^3}=-\frac{16}{27\sqrt6}.$$

For the $2p$ orbital $2cQ_a=[(2+\kappa_a)r-\frac12r^2]e^{-r/2}/(2\sqrt6)$ and $P_c/r=2e^{-r}$, so

$$2c\int\frac{Q_aP_c}{r}dr=\frac1{\sqrt6}\left[(2+\kappa_a)\frac49-\frac12\cdot\frac{16}{27}\right]=\frac{12(2+\kappa_a)-8}{27\sqrt6},$$

which is $28/(27\sqrt6)$ for $\kappa_a=1$ and $-8/(27\sqrt6)$ for $\kappa_a=-2$. In units of $z^2Z/(27\sqrt6)$:

- $2p_{1/2}$, $\kappa_a-\kappa_c=2$: $W^{(1)}=\frac14(-16+3\cdot28)=17$, $W^{(2)}=\frac14(28+16)=11$, $W=28$.
- $2p_{3/2}$, $\kappa_a-\kappa_c=-1$: $W^{(1)}=\frac14(-2)(-16)=8$, $W^{(2)}=\frac14(-8+16)=2$, $W=10$.

With $V=-32Z/(27\sqrt6)$,

$$\frac{2W}{V}\to-\frac74z^2\quad(2p_{1/2}),\qquad\frac{2W}{V}\to-\frac58z^2\quad(2p_{3/2}). \tag{11}$$

$W$ is opposite in sign to $V$ and depends strongly on $j$.

## 6. Two electrons coupled to $J$

All three terms of $h_{12}$ have the form $\mathbf T(1)\cdot\mathbf U(2)$. Let $|(cd)JM\rangle=\sum\langle j_cm_cj_dm_d|JM\rangle\,\psi_{cm_c}(1)\psi_{dm_d}(2)$, not yet antisymmetrized. The scalar product commutes with the total $\mathbf J$, so its element is diagonal in $J,M$ and independent of $M$, and may be averaged over $M$. The average cancels the $[J]$ from the two coupling coefficients:

$$\langle(ab)J|\mathbf T\cdot\mathbf U|(cd)J\rangle=\langle a\|T\|c\rangle\langle b\|U\|d\rangle\sum(-1)^\phi\,\Pi,$$

$$\Pi=\begin{pmatrix}j_a&j_b&J\\m_a&m_b&-M\end{pmatrix}\begin{pmatrix}j_c&j_d&J\\m_c&m_d&-M\end{pmatrix}\begin{pmatrix}j_a&1&j_c\\-m_a&q&m_c\end{pmatrix}\begin{pmatrix}j_b&1&j_d\\-m_b&-q&m_d\end{pmatrix},$$

with $\phi=(j_a-j_b+M)+(j_c-j_d+M)+q+(j_a-m_a)+(j_b-m_b)=2j_a+j_c-j_d+q+M$, where $m_a+m_b=M$ was used. The 6j symbol is defined by

$$\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}=\sum(-1)^{S}\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}\begin{pmatrix}j_1&j_5&j_6\\m_1&-m_5&m_6\end{pmatrix}\begin{pmatrix}j_4&j_2&j_6\\m_4&m_2&-m_6\end{pmatrix}\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix},$$

$S=\sum_k(j_k-m_k)$. Set $(j_1,\dots,j_6)=(j_a,j_b,J,j_d,j_c,1)$ and $(m_1,\dots,m_6)=(-m_a,-m_b,M,m_d,-m_c,q)$. The first symbol is the first factor of $\Pi$. The second becomes the third factor after one exchange of columns, at the cost $(-1)^{j_a+j_c+1}$. The third is a cyclic permutation of the fourth factor. The fourth becomes the second factor after an exchange and a reversal, whose signs cancel. The phase multiplying $\Pi$ in the 6j symbol is then

$$\phi'=S+j_a+j_c+1=2j_a+2j_c+j_b+j_d+J+2+m_c-m_d-q .$$

With $M=m_c+m_d$, the difference is $\phi-\phi'=-(j_b+j_c+J)-2j_d+2m_d+2q-2$. The last four terms sum to an even integer because $j_d-m_d$ and $q$ are integers. The phase is independent of the summed indices and comes outside:

$$\langle(ab)J|\mathbf T\cdot\mathbf U|(cd)J\rangle=(-1)^{j_b+j_c+J}\begin{Bmatrix}j_a&j_b&J\\j_d&j_c&1\end{Bmatrix}\langle a\|T\|c\rangle\langle b\|U\|d\rangle .$$

The products of reduced elements follow from (7) and (10): $(-i)(-i)=-1$ for $\mathbf p\cdot\mathbf p$, and $-(i)(-i)=-1$ for each of $-\mathbf D\cdot\mathbf p$ and $-\mathbf p\cdot\mathbf D$. Thus

$$\langle(ab)J|h|(cd)J\rangle=(-1)^{j_b+j_c+J}\begin{Bmatrix}j_a&j_b&J\\j_d&j_c&1\end{Bmatrix}C_{ac}C_{bd}\,S(abcd), \tag{12}$$

$$S(abcd)=-\left[V_{ac}V_{bd}+W_{ac}V_{bd}+V_{ac}W_{bd}\right]. \tag{13}$$

For antisymmetric states, let $P_{12}$ exchange the electrons. The symmetry $\langle j_cm_cj_dm_d|JM\rangle=(-1)^{j_c+j_d-J}\langle j_dm_dj_cm_c|JM\rangle$ gives $P_{12}|(cd)J\rangle=(-1)^{j_c+j_d-J}|(dc)J\rangle$. Write $|cd;J\rangle=N_{cd}(1-P_{12})|(cd)J\rangle$. For distinct orthogonal orbitals the two terms are orthogonal and $N=1/\sqrt2$. For $c=d$, $P_{12}$ gives $(-1)^{2j-J}=-(-1)^J$, so $(1-P_{12})$ gives 2 for even $J$ and 0 for odd $J$, and $N=\frac12$. Since $h$ commutes with $P_{12}$ and $(1-P_{12})^2=2(1-P_{12})$, the element is $2N_{ab}N_{cd}\langle(ab)J|h(1-P_{12})|(cd)J\rangle$, that is

$$\langle ab;J|h|cd;J\rangle=\frac{\langle(ab)J|h|(cd)J\rangle-(-1)^{j_c+j_d-J}\langle(ab)J|h|(dc)J\rangle}{\sqrt{(1+\delta_{ab})(1+\delta_{cd})}}. \tag{14}$$

The test case is $1s2p$. Let $V_j,W_j$ denote the integrals with bra $2p_j$ and ket $1s$, and $G_{jj'}=V_jV_{j'}+W_jV_{j'}+V_jW_{j'}$. For bra $(1s,2p_j)$ and ket $(1s,2p_{j'})$ the direct term contains $C_{1s,1s}=0$. In the exchange term the pairs are $(1s,2p_{j'})$ and $(2p_j,1s)$; antisymmetry of $V$ and $W$ in the first pair gives $S=+G_{jj'}$, and $C_{1s,2p_{j'}}=(-1)^{j'-1/2}C_{j'}$. The phases are $-(-1)^{1/2+j'-J}(-1)^{j+j'+J}(-1)^{j'-1/2}=-(-1)^{j+3j'}=(-1)^{j+j'}$, because $2j'$ is odd. So

$$K_{jj'}(J)=(-1)^{j+j'}\begin{Bmatrix}\frac12&j&J\\ \frac12&j'&1\end{Bmatrix}C_jC_{j'}G_{jj'} .$$

A 6j symbol is invariant under permutations of columns and under exchange of upper and lower entries in two columns. With one entry $\frac12$ the following closed forms of the defining sum are taken as given; the values they yield are confirmed by the computed He-like elements of section 10 ($\sigma=a+b+e$):

$$\begin{Bmatrix}a&b&e\\ \frac12&e-\frac12&b+\frac12\end{Bmatrix}=(-1)^\sigma\sqrt{\frac{(\sigma-2b)(\sigma-2e+1)}{(2b+1)(2b+2)\,2e(2e+1)}},$$

$$\begin{Bmatrix}a&b&e\\ \frac12&e-\frac12&b-\frac12\end{Bmatrix}=(-1)^\sigma\sqrt{\frac{(\sigma+1)(\sigma-2a)}{2b(2b+1)\,2e(2e+1)}}.$$

With $a=\frac12$ these give: for $j=j'=\frac12$, $\frac12$ at $J=0$ (second form, $b=\frac12$, $e=1$) and $\frac16$ at $J=1$ (first form, $b=\frac12$, $e=1$); for $j=j'=\frac32$, $-\frac1{12}$ at $J=1$ (first form, $b=1$, $e=\frac32$) and $\frac14$ at $J=2$ (second form, $b=\frac32$, $e=2$); for $j=\frac12$, $j'=\frac32$, $J=1$, $-\frac13$ (second form, $b=\frac32$, $e=1$). With $C_{1/2}^2=\frac23$, $C_{3/2}^2=\frac43$ and $C_{1/2}C_{3/2}=-\frac{2\sqrt2}3$,

$$K(J{=}0)=-\tfrac13G_{\frac12\frac12},\qquad K(J{=}2)=-\tfrac13G_{\frac32\frac32},\qquad K(J{=}1)=\frac19\begin{pmatrix}-G_{\frac12\frac12}&2\sqrt2\,G_{\frac12\frac32}\\2\sqrt2\,G_{\frac12\frac32}&G_{\frac32\frac32}\end{pmatrix}. \tag{15}$$

For $z\to0$ every $G$ tends to $V^2$. The levels $J=0$ and $J=2$, which are pure ${}^3P$, get $-V^2/3$, the parallel-spin value of section 2. The $J=1$ matrix is traceless with determinant $-9V^4/81$, so its eigenvalues are $\mp V^2/3$: the triplet and the singlet, whose symmetric spatial function reverses the sign of the exchange term. The off-diagonal element is indispensable here, since the diagonal entries alone are only $\mp V^2/9$.

A second case tests the factor for equivalent electrons: $1s^2$ against $2p_j^2$, $J=0$. In (14) the exchange term equals the direct term times $-(-1)^{2j}=+1$, the denominator is 2, and the element is (12) once. Both pairs are $(1s,2p_j)$, so $S=-G_{jj}$ and the angular product is $C_j^2$. The 6j symbol with a zero is $\begin{Bmatrix}\frac12&\frac12&0\\j&j&1\end{Bmatrix}=(-1)^{j+3/2}/\sqrt{2[j]}$, which for $j=\frac12$ agrees with the value $\frac12$ found above. With the phase $(-1)^{j+1/2}$,

$$\langle1s^2|h|2p_j^2\rangle=+\frac{C_j^2G_{jj}}{\sqrt{2[j]}}=\tfrac13G_{\frac12\frac12}\ \ (j=\tfrac12),\qquad\tfrac{\sqrt2}3G_{\frac32\frac32}\ \ (j=\tfrac32). \tag{16}$$

A single configuration $1s^2$ has no SMS. To first order in the mixing, its shift is a sum of such elements over all pairs $np_j\,n'p_j$, the continuum included. The pair $2p_j^2$ is one term of this sum and contributes $2c_0c_1\langle1s^2|h|2p_j^2\rangle$, linear in its small mixing coefficient $c_1$. The SMS is therefore sensitive to correlation at first order in the mixing coefficients.

## 7. One electron outside a closed subshell

For an orbital $a,m_a$ and a full subshell $b$, $K=\sum_{m_b}[\langle ab|h|ab\rangle-\langle ab|h|ba\rangle]$, and the direct term vanishes by parity since $\mathbf p$ and $\mathbf D$ are both odd. For Hermitian Cartesian components,

$$\langle ab|\mathbf T\cdot\mathbf U|ba\rangle=\sum_x\langle a|T_x|b\rangle\langle a|U_x|b\rangle^*=\sum_q\langle a|T_q|b\rangle\langle a|U_q|b\rangle^*,$$

because the change from Cartesian to spherical components is unitary. Summing over $q$ and $m_b$ at fixed $m_a$ turns the squared 3j symbol into $1/[j_a]$, leaving $\langle a\|T\|b\rangle\langle a\|U\|b\rangle^*/[j_a]$. For $\mathbf p\cdot\mathbf p$ the product is $C_{ab}^2V_{ab}^2$. For $-\mathbf D\cdot\mathbf p$ it is $-(iC W)(-iCV)^*=-(i)(i)C^2WV=+C^2WV$, and the same for $-\mathbf p\cdot\mathbf D$. Hence

$$K=-\frac{C_{ab}^2}{[j_a]}\left[V_{ab}^2+2V_{ab}W_{ab}\right]=-[j_b]\begin{pmatrix}j_a&1&j_b\\ \frac12&0&-\frac12\end{pmatrix}^2\left[V_{ab}^2+2V_{ab}W_{ab}\right] \tag{17}$$

for opposite parities, independent of $m_a$. Two full subshells give $[j_a]$ times this. For $1s^22p_j$ the angular factor is $\frac13$, so $K=-\frac13G_{jj}$, which tends to $-512Z^2/6561$ for both $j$ and coincides with the $J=0$ and $J=2$ values of (15). For $1s^22s$ all orbitals are even and $K=0$ in a single configuration.

The SMS is now expressed through the radial integrals $V$ and $W$ for two electrons coupled to $J$ and for one electron outside a closed subshell. What remains is the extension to general configuration states, a numerical test of the formulas, and a worked example for Pb and Na.
